# The Bond-Orbital Model: Covalent Energy, Polarity and Atomic Charges, part 2

We seek the atomic charges in a zinc-blende crystal and test a quoted anion charge, $Z-4+4\alpha_p$, whose $Z$ was left unspecified. Electrons move in a fixed one-electron Hamiltonian $H$ with orthonormal $s$ and $p$ orbitals, nearest-neighbour couplings and eight valence electrons per pair of atoms. The anion is the atom with the deeper hybrid energy, whatever its charge.

Each atom has four orthonormal $sp^3$ hybrids, coupled to one another by $-V_1$. In each bond an anion hybrid $|a\rangle$ and a cation hybrid $|c\rangle$, with energies $\varepsilon_h^a$ and $\varepsilon_h^c$ and mean $\bar\varepsilon$, face each other and are coupled by $-V_2$. With $V_3=(\varepsilon_h^c-\varepsilon_h^a)/2$, $W=\sqrt{V_2^2+V_3^2}$ and polarity $\alpha_p=V_3/W$, the bond and antibond are

$$|b\rangle=u_a|a\rangle+u_c|c\rangle,\quad E_b=\bar\varepsilon-W;\qquad |\bar b\rangle=u_c|a\rangle-u_a|c\rangle,\quad E_{ab}=\bar\varepsilon+W.$$

Here $u_a^2=(1+\alpha_p)/2$, $u_c^2=(1-\alpha_p)/2$ and $dE_b/d\varepsilon_h^a=u_a^2$. If interatomic couplings vary as $d^{-2}$ with bond length $d$, at fixed orbital energies, then

$$\frac{d\alpha_p}{d\ln d}=2\alpha_p\left(1-\alpha_p^2\right).$$

The example, which stands for no material, has $\varepsilon_s=-18$, $\varepsilon_p=-9$ eV (anion), $\varepsilon_s=-12$, $\varepsilon_p=-6$ eV (cation), $V_{ss\sigma}=-1.8$, $V_{sp\sigma}=2.4$, $V_{pp\sigma}=3.0$ and $V_{pp\pi}=-0.8$ eV. These give $V_2=4.778$ eV, $V_3=1.875$ eV, $W=5.133$ eV, $E_b=-14.508$ eV and $\alpha_p=0.365$, or $0.429$ for a 10% longer bond.

There are four bonds per pair of atoms. Couplings between bonds spread their levels into bands. The bond-orbital approximation drops the bond–antibond elements of $H$ and keeps the bond–bond and antibond–antibond ones. The band states $|\psi_n\rangle$ are then unitary combinations of the bond orbitals $|b_m\rangle$. If all these states are filled, the projector on them is $P=\sum_m|b_m\rangle\langle b_m|$, so the spreading moves no charge.

Q: "If all these states are filled" is doing a lot of work.

A: It is the condition for the argument. The highest bond band must lie below the lowest antibond band. If they overlapped, some electrons would go into antibonds and the count would fail. In the example, on the mesh of wavevectors used, the bond bands end at $-9.8$ eV and the antibond bands begin at $-7.2$ eV, so the condition holds. The distance $2W$ of about 10.3 eV between the isolated levels is much larger than this gap, because both levels have broadened into bands.

Q: Then count the electrons on the anion.

A: The population operator of all the anions is $N_a=\sum_m|a_m\rangle\langle a_m|$. Summing over hybrids gives the same operator as summing over $s$ and $p$ orbitals, since the two sets are related by an orthonormal change of basis. Each bond contains one anion hybrid, so $\langle b_m|N_a|b_m\rangle=u_a^2$. With four bonds per anion and two electrons in each,

$$n_a=2\cdot4\cdot u_a^2=4(1+\alpha_p),\qquad n_c=2\cdot4\cdot u_c^2=4(1-\alpha_p).$$

The sum is eight, as it must be. In the example $n_a=4\times1.3653=5.461$ and $n_c=2.539$. Diagonalizing the eight-orbital Bloch Hamiltonian with the bond–antibond elements removed reproduces both numbers.

Q: Does the energy fit the same picture?

A: The total energy of the filled bands is twice the trace of $H$ over the bond states, and a trace does not depend on the basis. In the basis of bond orbitals each diagonal element is $E_b$, so the band energy per pair is $8E_b=8\times(-14.5082)=-116.07$ eV. The diagonalization gives the same value. Its derivative with respect to a common shift of all anion levels is $8\,dE_b/d\varepsilon_h^a=8u_a^2=n_a$. The numerical derivative is $5.461$, which obtains the population from energies alone.

Q: Now the charge, and the formula I was given.

A: A neutral atom with $Z$ valence electrons has a core of charge $+Z$ in units of the elementary charge $e$. Let $Z_c$ and $Z_a$ be these numbers for cation and anion, with $Z_c+Z_a=8$ for a neutral crystal. Subtract the populations:

$$Q_c=Z_c-4(1-\alpha_p)=Z_c-4+4\alpha_p,$$
$$Q_a=Z_a-4(1+\alpha_p)=Z_a-4-4\alpha_p.$$

Their sum is $Z_c+Z_a-8=0$. Your formula is therefore the charge of the cation, and its $Z$ is the cation's own number of valence electrons. On the anion the last term has the opposite sign.

Q: How badly does it fail if I use it on the anion as it was stated?

A: Take $Z_c=3$ and $Z_a=5$ in the example. The cation charge is $3-4+1.461=+0.461$ and the anion charge is $5-4-1.461=-0.461$. The stated formula with $Z_a$ would give $5-4+1.461=+2.461$ for the anion. That has the wrong sign, and the crystal would not be neutral.

Q: For $\alpha_p=0$ your own formula gives the cation a charge of $-1$ here. A negative cation?

A: Yes, and it makes sense. Equal sharing gives each atom four electrons. An atom that brought three has then gained one, and an atom that brought five has lost one. Polarity works against this by drawing electrons back to the deeper levels. The atoms are neutral when $Z_c-4+4\alpha_p=0$, that is, at

$$\alpha_p=1-\frac{Z_c}{4},$$

which is $0.25$ for $Z_c=3$. The example lies above this value, so its anion is negative. Below it the atom with the deeper levels would be positive, which is why I named the atoms by energy. In the opposite limit, $\alpha_p\to1$, the count puts all eight electrons on the anion, and the charges are $+Z_c$ and $-Z_c$. This still needs the bond bands to lie below the antibond bands. It holds when the cation levels are raised far above those of the anion. It fails if the limit is approached by stretching the example: there the cation $s$ level at $-12$ eV lies below the anion $p$ level at $-9$ eV, so well-separated atoms keep two electrons on the cation, whose charge tends to $+1$.

Q: Could I measure this charge by moving an atom and recording the dipole?

A: Not directly. It is a population in a chosen set of orbitals. If an atom moves, the lengths of its bonds change, and by the scaling law so do their polarities. Electrons then shift along the bonds, and this transfer adds to the dipole of the displaced static charge. A dynamical charge contains both contributions.

There is a second limit. The orbital energies are fixed inputs, whereas in a self-consistent calculation the charge transfer would shift them and change $V_3$.

Q: Let us return to what you threw away. The bond–antibond elements contain the same $V_1$ as the ones you kept. Why should they be harmless?

A: They are not harmless, but their effect on the charge starts one order later than one might expect. Let $H_0$ be the Hamiltonian of isolated bonds, with $E_b$ on every bond and $E_{ab}$ on every antibond. Put all remaining couplings into $V=H-H_0$, and consider $H_0+\lambda V$. For small $\lambda$ the gap $2W$ stays open, and the projector on the filled states can be expanded as $P=P_0+\lambda P_1+\dots$

A projector satisfies $P^2=P$, which at first order reads $P_0P_1+P_1P_0=P_1$. Multiplying by $P_0$ on both sides gives $2P_0P_1P_0=P_0P_1P_0$, so $P_1$ has no bond–bond elements. Multiplying instead by $1-P_0$ on both sides gives zero on the left, so $P_1$ has no antibond–antibond elements either. What remains connects bonds with antibonds.

Q: And how large is that part?

A: $P$ commutes with $H_0+\lambda V$. At first order,

$$[H_0,P_1]+[V,P_0]=0.$$

Take the element between antibond $m$ on the left and bond $n$ on the right. The first commutator gives $(E_{ab}-E_b)\langle\bar b_m|P_1|b_n\rangle$. In the second, $P_0|b_n\rangle=|b_n\rangle$ and $\langle\bar b_m|P_0=0$, which leaves $\langle\bar b_m|V|b_n\rangle$. Since $E_{ab}-E_b=2W$,

$$\langle\bar b_m|P_1|b_n\rangle=-\frac{\langle\bar b_m|V|b_n\rangle}{2W}.$$

Next we need the population operator between the same states. The anion part of $|b_n\rangle$ is $u_a|a_n\rangle$ and that of $|\bar b_m\rangle$ is $u_c|a_m\rangle$. Different anion hybrids are orthogonal, so

$$\langle b_n|N_a|\bar b_m\rangle=u_au_c\,\delta_{nm}.$$

A bond is connected to its own antibond and to no other. All quantities can be taken real in this basis, and the two orders of bond and antibond contribute equally, so the first-order change of the anion population per spin is

$$\text{Tr}(P_1N_a)=2u_au_c\sum_n\langle\bar b_n|P_1|b_n\rangle=-\frac{u_au_c}{W}\sum_n\langle\bar b_n|V|b_n\rangle.$$

But $\langle\bar b_n|H|b_n\rangle$ involves just the two facing hybrids of bond $n$. It is an off-diagonal element of the $2\times2$ problem between two of its eigenvectors, so it is zero. It is zero for $H_0$ as well, and hence for $V$. The first-order change vanishes.

Q: That is neat on paper. Did anyone check it on the crystal?

A: The numerical check multiplies $V$ by small factors of both signs. The part of the population error that is even in $\lambda$ is $-3.81\times10^{-5}$ electrons at $\lambda=0.01$ and $-1.524\times10^{-4}$ at $\lambda=0.02$. The ratio is $4.00$, as for a quadratic law. The odd part at $\lambda=0.01$, divided by $\lambda$, is about $1.3\times10^{-5}$ electrons. A linear term would have left a constant there, and the test excludes one of $10^{-3}$ electrons or more.

Q: The real crystal has $\lambda=1$, not $0.01$.

A: There the approximation is much less comfortable. With all couplings kept, the anion population is $5.214$ electrons instead of $5.461$, a difference of $-0.247$. That is about 5% of the full population. The charge, however, is a small difference between large numbers. It falls from $-0.461$ to $-0.214$, so the bond-orbital value is more than twice the full one.

The quadratic law by itself would predict $-3.81\times10^{-5}/10^{-4}=-0.381$ electrons at $\lambda=1$. Higher orders reduce this to $-0.247$, so second-order theory is not quantitative here either.

Q: Why does the full crystal have the smaller charge? Is that a rule?

A: I can derive one part of it. At second order, $P^2=P$ reads $P_0P_2+P_1^2+P_2P_0=P_2$. Multiplying by $P_0$ on both sides gives $P_0P_2P_0=-P_0P_1^2P_0$, and multiplying by $1-P_0$ on both sides gives $+(1-P_0)P_1^2(1-P_0)$ for the antibond block. Some weight therefore leaves the bonds and an equal weight enters the antibonds.

A bond has the weight $u_a^2$ on the anion and an antibond has $u_c^2$. Each electron promoted in this way changes the anion population by $u_c^2-u_a^2=-\alpha_p$, so this part reduces the charge transfer. The off-diagonal elements of $P_2$ between a bond and its own antibond also contribute, and I have no argument that fixes their sign. In this example they are negative as well, and they are the larger part: of the quadratic coefficient $-0.381$, promotion gives $-0.147$ and these elements give $-0.234$. I would not call the sign of the total a rule.

Q: What about the energy?

A: There the direction is certain. The state with all bond orbitals filled is a valid trial state for the full Hamiltonian, and its energy is still $8E_b$, because the bond block of $H$ was kept whole. Filling the lowest four bands of the full $H$ cannot give a higher energy. The full calculation gives $-119.83$ eV per pair against $-116.07$ eV, which is lower by $3.76$ eV. The crystal remains an insulator, with a gap of about $2.8$ eV on the mesh used, and about $2.7$ eV on meshes that include the zone centre.

Q: So when should I use the formula for the charge?

A: Use it for trends and for their origin, when the bond and antibond bands are separate and the couplings between different bonds are small compared with $2W$. "Small" must be read strictly: in the example no element between a localized bond and a localized antibond exceeds about $0.9$ eV against $2W=10.3$ eV, and the charge is still off by more than a factor of two. Each bond couples to many antibonds, so between the Bloch sums at a given wavevector the elements reach about $2.3$ eV. The dependence on bond length shows what a trend is worth. Since $Z_c$ is fixed, the cation charge follows the polarity at four times its rate:

$$\frac{dQ_c}{d\ln d}=4\,\frac{d\alpha_p}{d\ln d}=8\alpha_p\left(1-\alpha_p^2\right).$$

With the 10% longer bond, $\alpha_p=0.429$ and the cation charge is $3-4+4\times0.4289=+0.716$, compared with $+0.461$ before. These are bond-orbital values. The bond and antibond bands are still separate at this length, though they begin to overlap at a stretch between 22% and 25%. With all couplings kept, the cation charge also rises for the 10% longer bond, but only by about half as much. The formula explains why stretching makes the bonds more polar in a model with fixed orbital energies and couplings that vary as $d^{-2}$, but a reliable value of the charge needs the bond–antibond coupling as well.

## Computed results

```
anion s, p energies: -18.0, -9.0 eV
cation s, p energies: -12.0, -6.0 eV
V_ss_sigma, V_sp_sigma: -1.8, 2.4 eV
V_pp_sigma, V_pp_pi: 3.0, -0.8 eV
valence electrons Zc, Za: 3, 5
hybrid energy, anion: -11.2500 eV
hybrid energy, cation: -7.5000 eV
mean hybrid energy: -9.3750 eV
V1, anion and cation: 2.2500, 1.5000 eV
covalent energy V2: 4.7785 eV
polar energy V3: 1.8750 eV
sqrt(V2^2+V3^2): 5.1332 eV
bond level: -14.5082 eV
antibond level: -4.2418 eV
polarity alpha_p: 0.3653 (dimensionless)
bond weight on anion: 0.6826 (dimensionless)
bond weight on cation: 0.3174 (dimensionless)
dE_bond/d(anion energy): 0.6826 (dimensionless)
Crystal without bond-antibond coupling:
  anion population: 5.4611 electrons
  cation population: 2.5389 electrons
  anion population from energy slope: 5.4611 electrons
  band energy per pair: -116.0653 eV
  bond bands: -22.741 to -9.842 eV
  lowest antibond energy on mesh: -7.168 eV
cation charge Zc-4+4*alpha_p: +0.4611 e
anion charge Za-4-4*alpha_p: -0.4611 e
wrong anion value Za-4+4*alpha_p: +2.4611 e
polarity for neutral atoms: 0.2500 (dimensionless)
Full crystal, all couplings kept:
  anion population: 5.2138 electrons
  anion charge: -0.2138 e
  cation charge: +0.2138 e
  population minus bond-orbital value: -0.2473
  band energy per pair: -119.8302 eV
  gap on the mesh: 2.813 eV
  population change, mesh 8 to 12: +3.7e-08
Couplings between bonds scaled by a small factor:
  even error at 0.01: -3.810e-05 electrons
  even error at 0.02: -1.524e-04 electrons
  ratio of even errors: 3.9999 (dimensionless)
  odd error/factor at 0.01: +1.3e-05 electrons
d(alpha_p)/d(ln d), formula: 0.6331 (dimensionless)
d(alpha_p)/d(ln d), numeric: 0.6331 (dimensionless)
alpha_p at 10% longer bond: 0.4289 (dimensionless)
cation charge there: +0.7156 e
```
